# Schmid factors and yield of equibiaxially stressed fcc films

## Question

A flat fcc metal film carries the same normal stress $\sigma$ along every in-plane direction. Its upper surface is free of traction and has unit normal $\mathbf n$. Each grain has either $[001]$ or $[111]$ along $\mathbf n$, with any rotation about it; these are the (001) and (111) textures.

Slip is octahedral. It occurs on the four $\{111\}$ planes, with unit normals $\mathbf m$, along the three $\langle110\rangle$ directions in each, with unit vectors $\mathbf s$. A direction and its opposite count as one, so there are twelve systems. The Schmid factor is $S=|\tau|/|\sigma|$, where $\tau$ is the shear stress resolved on a system.

For numerical parts take these round values, roughly those of a copper film on silicon near room temperature:

- film stress 200 MPa and critical shear stress $\tau_c=50$ MPa;
- thickness $h=500$ nm and Burgers vector length $b=0.25$ nm;
- shear modulus $G=45$ GPa and Poisson ratio $\nu=0.35$;
- cubic elastic constants $C_{11}=170$, $C_{12}=120$, $C_{44}=75$ GPa.

## (a) Express $S$ through the angles that $\mathbf m$ and $\mathbf s$ make with the film normal.

**Answer.** Let $\mathbf e_1,\mathbf e_2$ be perpendicular in-plane unit vectors. Since $\mathbf e_1\mathbf e_1+\mathbf e_2\mathbf e_2+\mathbf n\mathbf n=\mathbf I$, the stress tensor is

$$\boldsymbol\sigma=\sigma(\mathbf e_1\mathbf e_1+\mathbf e_2\mathbf e_2)=\sigma(\mathbf I-\mathbf n\mathbf n).$$

The in-plane axes have dropped out, so rotating the grain about $\mathbf n$ changes nothing. The traction on the slip plane is $\boldsymbol\sigma\mathbf m$, and its component along $\mathbf s$ is

$$\tau=\mathbf s\cdot\boldsymbol\sigma\mathbf m=\sigma[\mathbf s\cdot\mathbf m-(\mathbf s\cdot\mathbf n)(\mathbf m\cdot\mathbf n)].$$

The slip direction lies in the slip plane, so $\mathbf s\cdot\mathbf m=0$. With $\cos\phi=\mathbf m\cdot\mathbf n$ and $\cos\lambda=\mathbf s\cdot\mathbf n$,

$$\tau=-\sigma\cos\phi\cos\lambda,\qquad S=|\cos\phi\cos\lambda|.$$

The film stress is thus a hydrostatic part $\sigma\mathbf I$, which exerts no shear on any plane, plus a uniaxial stress $-\sigma$ along the normal. The sign of $\tau$ sets the sense of slip, not its magnitude.

## (b) Find the largest $S$ for each texture, and the number of systems that reach it.

**Answer.** A $\{111\}$ normal has three components $\pm1$, divided by $\sqrt3$. A $\langle110\rangle$ direction has one zero and two components $\pm1$, divided by $\sqrt2$. For each position of the zero, the condition $\mathbf m\cdot\mathbf s=0$ fixes the relative sign of the other two components. Each plane therefore has one slip direction for each position of the zero.

*Normal along $[001]$.* Every plane has $|\cos\phi|=1/\sqrt3$. The direction with its zero in third place lies in the film plane and has $\cos\lambda=0$. The other two have $|\cos\lambda|=1/\sqrt2$. Hence

$$S_{001}=\frac1{\sqrt3}\frac1{\sqrt2}=\frac1{\sqrt6}=0.408,$$

reached by $4\times2=8$ systems; the other four have $S=0$.

*Normal along $[111]$.* The plane $(111)$ is parallel to the film. Its slip directions are perpendicular to $\mathbf n$, so all three have $S=0$. For the inclined plane $(\bar111)$,

$$\cos\phi=\frac{-1+1+1}{\sqrt3\sqrt3}=\frac13.$$

Its directions are $[110]$, $[101]$ and $[01\bar1]$, for which $\cos\lambda=2/\sqrt6,\ 2/\sqrt6,\ 0$. The other two inclined planes follow by threefold rotation about $[111]$. Hence

$$S_{111}=\frac13\frac2{\sqrt6}=\sqrt{\frac{2}{27}}=0.272,$$

reached by $3\times2=6$ systems; the other six have $S=0$. The ratio is

$$\frac{S_{001}}{S_{111}}=\frac{1/\sqrt6}{2/(3\sqrt6)}=\frac32.$$

For comparison, no orientation can exceed $\tfrac12$. Because $\mathbf m$ and $\mathbf s$ are perpendicular, $\cos^2\phi+\cos^2\lambda\le1$, and a product is at most half the sum of the squares. In the (111) film the inclined planes are steep, with $\phi=70.5^\circ$, and the small $\cos\phi$ outweighs the larger $\cos\lambda$.

## (c) At what film stress does each texture yield, if slip starts at $|\tau|=\tau_c$?

**Answer.** Slip starts when $S\sigma_y=\tau_c$, so $\sigma_y=\tau_c/S$:

$$\sigma_y^{001}=\frac{50}{0.4082}=122\ \text{MPa},\qquad \sigma_y^{111}=\frac{50}{0.2722}=184\ \text{MPa}.$$

At 200 MPa the resolved shear stresses are $0.4082\times200=81.6$ MPa and $0.2722\times200=54.4$ MPa. Both textures yield in this model, the (111) grains by a small margin.

## (d) A threading dislocation crosses the film on its slip plane and, as it glides, leaves a line at the film–substrate interface. Estimate the extra shear stress this needs, and revise (c).

Treat the line as straight, in an infinite isotropic medium, with its stress field cut off at radii $b$ and $h$. In polar coordinates about the line, a screw component $b_s$ gives $\sigma_{\theta z}=Gb_s/(2\pi r)$. An edge component $b_e$ gives, in plane strain, $\sigma_{rr}=\sigma_{\theta\theta}=-D\sin\theta/r$ and $\sigma_{r\theta}=D\cos\theta/r$, with $D=Gb_e/[2\pi(1-\nu)]$.

**Answer.** *Line energy.* The screw energy density is $\sigma_{\theta z}^2/(2G)$, so its energy per length is

$$W_s=\int_b^h\frac{Gb_s^2}{8\pi^2r^2}\,2\pi r\,dr=\frac{Gb_s^2}{4\pi}\ln\frac hb.$$

For the edge part, plane strain gives $2G\varepsilon_{rr}=\sigma_{rr}-\nu(\sigma_{rr}+\sigma_{\theta\theta})=(1-2\nu)\sigma_{rr}$, and the same for $\varepsilon_{\theta\theta}$. The energy density is

$$w=\frac{(1-2\nu)\sigma_{rr}^2+\sigma_{r\theta}^2}{2G}=\frac{D^2}{2Gr^2}(1-2\nu\sin^2\theta).$$

The angular integral of the bracket is $2\pi(1-\nu)$. Therefore

$$W_e=\frac{\pi(1-\nu)D^2}{G}\ln\frac hb=\frac{Gb_e^2}{4\pi(1-\nu)}\ln\frac hb.$$

The two fields share no stress component, so their energies add. If $\beta$ is the angle between line and Burgers vector, $b_s=b\cos\beta$ and $b_e=b\sin\beta$. Using $(1-\nu)\cos^2\beta+\sin^2\beta=1-\nu\cos^2\beta$,

$$W=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\ln\frac hb.$$

*Line direction.* The line lies along $\mathbf n\times\mathbf m$, where slip plane and interface meet. For $[001]$ and $(111)$ this is $[\bar110]$; the active direction $[\bar101]$ gives $\cos\beta=1/(\sqrt2\sqrt2)=\tfrac12$. For $[111]$ and $(\bar111)$ it is $[0\bar11]$; the active direction $[110]$ gives $|\cos\beta|=\tfrac12$. The other active systems are equivalent by symmetry, so $\beta=60^\circ$ in both textures.

*Work balance.* The slip plane is inclined at $\phi$ to the film, so its width across the film is $h/\sin\phi$. The glide force per length is $\tau b$. Advancing by $dx$ along the interface does work $\tau b(h/\sin\phi)\,dx$ and creates line energy $W\,dx$. Equating them gives

$$\tau_h=\frac{W\sin\phi}{bh}.$$

*Numbers.* Since $1\ \text{GPa nm}^2=1$ nN,

$$W=\frac{45(0.25)^2(1-0.35/4)}{4\pi(0.65)}\ln2000=2.39\ \text{nN},$$

and $W/(bh)=2.39/125$ GPa $=19.1$ MPa. With $\sin\phi=0.8165$ for (001) and $0.9428$ for (111), $\tau_h$ is 15.6 and 18.0 MPa. If this simply adds to $\tau_c$, which is a further assumption,

$$\sigma_y^{001}=\frac{65.6}{0.4082}=161\ \text{MPa},\qquad\sigma_y^{111}=\frac{68.0}{0.2722}=250\ \text{MPa}.$$

At 200 MPa the (001) grains still yield, but the (111) grains now do not. The estimate leaves out image forces from the free surface, the elastic anisotropy of copper and the different stiffness of the substrate. It also leaves out the surface step left by glide, which adds energy, and the splitting of the line into partials, which removes some. With the cubic constants given above, $W$ rises to about 2.6 nN. With a stiffer silicon substrate as well, it rises to about 2.8 nN, which gives $\tau_h\approx18$ and 21 MPa and yield stresses near 167 and 260 MPa. These figures assume copper bonded directly to silicon; a softer oxide substrate ($G\approx31$ GPa) would instead lower $W$ to about 1.8 nN and the yield stresses to about 151 and 234 MPa. For copper on silicon, replacing the outer cutoff $h$ by the actual free surface raises the energy outside radius $b$ by about 2–4%, less than the 9% by which a factor of two in either cutoff radius changes $W$. For exactly oriented grains both conclusions at 200 MPa survive these shifts. They are less secure for imperfect texture: the $5^\circ$ tilt of part (f) lowers the (111) yield stress to about 205–218 MPa with $W=2.39$ nN, and to about 192–204 MPa with the oxide value, so that some tilted grains would then yield.

## (e) A thick substrate imposes the same in-plane strain $\varepsilon=0.0010$ on all grains, instead of the same stress. Which texture has the larger resolved shear stress, if both are treated as elastic?

**Answer.** Each grain now has stress $\sigma=M\varepsilon$, where the biaxial modulus $M$ depends on orientation. This holds for grains much wider than the film thickness. Grains one to several $h$ wide share load with their neighbours, which brings the resolved stresses of the two textures closer together than found below.

*For $[001]$*, the free surface requires $2C_{12}\varepsilon+C_{11}\varepsilon_{zz}=0$, so $\varepsilon_{zz}=-2C_{12}\varepsilon/C_{11}$. Substitution in $\sigma_{xx}=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}$ gives

$$M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=120.6\ \text{GPa}.$$

*For $[111]$*, every component of $\mathbf n\mathbf n$ in the cube axes is $\tfrac13$. The strain $\varepsilon(\mathbf I-\mathbf n\mathbf n)+\varepsilon_n\mathbf n\mathbf n$ therefore has diagonal components $\varepsilon+q$ and off-diagonal components $q$, with $q=(\varepsilon_n-\varepsilon)/3$. Writing $K=C_{11}+2C_{12}$, the stresses are $K(\varepsilon+q)$ on the diagonal and $2C_{44}q$ off it. Zero traction on the surface requires each row to sum to zero:

$$K(\varepsilon+q)+4C_{44}q=0,\qquad q=-\frac{K\varepsilon}{K+4C_{44}}.$$

The off-diagonal components of $\sigma(\mathbf I-\mathbf n\mathbf n)$ are $-\sigma/3$, so $\sigma=-6C_{44}q$ and

$$M_{111}=\frac{6C_{44}K}{K+4C_{44}}=\frac{6(75)(410)}{710}=259.9\ \text{GPa}.$$

The film stresses are 120.6 and 259.9 MPa, and the largest resolved shear stresses are

$$0.4082\times120.6=49.2\ \text{MPa},\qquad0.2722\times259.9=70.7\ \text{MPa}.$$

The order is reversed: the (111) grains are sheared harder. This happens whenever $M_{111}/M_{001}>\tfrac32$; here the ratio is about 2.2. The 70.7 MPa is an elastic value. It exceeds $\tau_c$, so by the criterion of part (c) the (111) grains would yield before the strain reached 0.0010. It exceeds the 68.0 MPa of part (d) by under 3 MPa. Copper's anisotropy and a silicon substrate raise that requirement to about 71 MPa, the free surface adds about half an MPa more, and a factor of two in a cutoff radius shifts it by about 2 MPa, so with finite thickness the (111) grains are close to yield at this strain and the estimate cannot say on which side. Below yield both shear stresses are proportional to $\varepsilon$, so the order is the same at smaller strains. In an isotropic crystal $2C_{44}=C_{11}-C_{12}$, so $K+4C_{44}=3C_{11}$ and

$$M_{111}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}=M_{001}.$$

The order of part (b) then returns. The Schmid factor alone ranks the textures at equal stress, not at equal strain.

## (f) How do imperfect texture and unequal in-plane stresses change $S$, and how does the model stand beside a real film?

**Answer.** Evaluating all twelve systems for a $5^\circ$ tilt of the crystal axis, in every tilt direction and with the stress kept equibiaxial, gives a largest $S$ of 0.430–0.441 near (001) and 0.313–0.329 near (111). Tilt raises both values. To first order, the changes in $S$ of active systems related by rotation about the texture axis sum to zero. Unless all these changes vanish, at least one system gains, and the maximum follows it.

If one in-plane principal stress is 0.9 of the other, and $S$ is referred to the larger, the ranges over in-plane rotation are 0.408–0.417 and 0.272–0.286. The rotation now matters, but the increase is at most about 2% for (001) and 5% for (111).

A stress of 200 MPa and a thickness of 500 nm are reasonable for copper metallization. The chosen $\tau_c$ is far above the value for well-annealed pure copper crystals, roughly 1 MPa; it stands for a film hardened by obstacles. Of the changes evaluated here, only equal strain reverses the order of the textures: in the elastic range it changes the (001)-to-(111) ratio of resolved shear from 1.5 to 0.70. In the isotropic estimate, finite thickness raises the two yield stresses by 31% and 36%. The tilt of $5^\circ$ raises $S_{111}$ by up to 21%. Grain boundaries, stress concentrations and diffusional creep at higher temperature are not included, so the yield stresses are model estimates. The numerical output lists the Schmid factors, the isotropic line-energy results, the biaxial moduli and the tilt and unequal-stress ranges; the anisotropic, substrate, free-surface and tilted-grain yield estimates in parts (d) and (e) are not part of it.

## Values computed for the example and the checks

```
Input film stress: 200 MPa
Input critical shear stress: 50 MPa
Input thickness: 500 nm; Burgers length: 0.25 nm
Input shear modulus: 45 GPa; Poisson ratio: 0.35
Input C11, C12, C44: 170, 120, 75 GPa
Input common film strain: 0.0010
Ratio of largest Schmid factors: 1.500
Interface line angle to Burgers vector: 60.0 deg
Line energy W: 2.3882 nN (= nJ/m)
--- film normal [001] ---
|cos phi|, |cos lam|: 0.5774, 0.7071
Largest Schmid factor: 0.4082
Systems at largest value: 8 of 12
Resolved shear stress: 81.6 MPa
Yield film stress, bulk-like: 122.5 MPa
sin phi: 0.8165
Extra shear stress from thickness: 15.6 MPa
Yield film stress with thickness: 160.7 MPa
Yields at input stress, bulk-like: True
Yields, with thickness: True
Biaxial modulus: 120.6 GPa
Film stress at common strain: 120.6 MPa
Resolved shear at common strain: 49.2 MPa
Largest S, 5 deg tilt: 0.4302 to 0.4407
Largest S, stress ratio 0.9: 0.4082 to 0.4167
--- film normal [111] ---
|cos phi|, |cos lam|: 0.3333, 0.8165
Largest Schmid factor: 0.2722
Systems at largest value: 6 of 12
Resolved shear stress: 54.4 MPa
Yield film stress, bulk-like: 183.7 MPa
sin phi: 0.9428
Extra shear stress from thickness: 18.0 MPa
Yield film stress with thickness: 249.9 MPa
Yields at input stress, bulk-like: True
Yields, with thickness: False
Biaxial modulus: 259.9 GPa
Film stress at common strain: 259.9 MPa
Resolved shear at common strain: 70.7 MPa
Largest S, 5 deg tilt: 0.3129 to 0.3294
Largest S, stress ratio 0.9: 0.2722 to 0.2858
```
